# Resistance of a 10 nm contact in the transmission-line model

## Problem

A titanium contact of length $L=10$ nm, measured along the current, lies on a thin film of heavily doped n-type silicon. The film has sheet resistance $R_s=400\ \Omega$ per square, and the interface has contact resistivity $\rho_c=1\times10^{-9}\ \Omega\,\text{cm}^2$. Current enters the film under the contact at the front edge. The film ends at the back edge, so all the current must leave through the interface.

(a) Bracket the width-normalised contact resistance by hand.

(b) Derive its formula in the transmission-line model and evaluate it.

(c) Find how it depends on the contact length, and whether $\rho_c$ or $R_s$ matters more.

(d) Estimate how far the main neglected effects move the number.

## Model and conventions

Let $x$ run from the front edge, $x=0$, to the back edge, $x=L$. The contact width is $W$, and nothing varies along it. The metal is an equipotential, taken as the zero of potential. The film potential $V(x)$ is assumed uniform through the film depth, and $I(x)$ is the film current per unit width, positive towards increasing $x$. The interface is ohmic, and $R_s$ is the same under the contact as outside it.

The signs describe conventional current flowing from film to metal. Reversing it changes the signs of $V$ and $I$ together and leaves their ratio unchanged.

The quantity sought is

$$\mathcal R=R_cW=\frac{V(0)}{I(0)} .$$

Since $I$ is a current per width, $\mathcal R$ has the unit $\Omega\,\mu$m. Dividing it by the width gives the resistance of one contact, without the film in front of it or the wiring above it.

Two local laws govern the flow. A strip of film of length $dx$ and unit width has resistance $R_s\,dx$, so

$$\frac{dV}{dx}=-R_sI. \tag{1}$$

The current density through the interface is $J=V/\rho_c$. What leaves through the interface is lost from the film:

$$\frac{dI}{dx}=-J=-\frac{V}{\rho_c}. \tag{2}$$

The boundary conditions are $I(0)=I_0$ and $I(L)=0$.

## (a) A bracket from the dissipated power

The power dissipated per unit width is

$$P=\int_0^L\left[R_sI^2+\rho_c\left(\frac{dI}{dx}\right)^2\right]dx ,$$

where the first term belongs to the film and the second to the interface. For the true current, (1) and (2) turn the integrand into $-IV'-VI'=-(VI)'$. Because $I(L)=0$, the integral is $P=V(0)I_0=\mathcal R I_0^2$.

Now try another current, $I+\delta$, with the same end values, so that $\delta(0)=\delta(L)=0$. The part of $P$ linear in $\delta$ is

$$2\int_0^L(R_sI\delta+\rho_cI'\delta')\,dx
=2\int_0^L\delta\,(R_sI-\rho_cI'')\,dx ,$$

after integrating the second term by parts. Differentiating (2) and using (1) gives $\rho_cI''=-V'=R_sI$, so this part vanishes. The part quadratic in $\delta$ is positive. The true current therefore has the least dissipation, and any trial current gives an upper bound on $\mathcal R$.

The simplest trial current leaves uniformly along the contact: $I=I_0(1-x/L)$, with $I'=-I_0/L$. Then

$$\frac{P}{I_0^2}=R_s\int_0^L\left(1-\frac{x}{L}\right)^2dx+\frac{\rho_c}{L^2}\,L
=\frac{R_sL}{3}+\frac{\rho_c}{L}.$$

For a lower bound, drop the positive film term. The interface must pass a total current $I_0$ per width, and the mean of $J^2$ is at least the square of the mean of $J$, so its dissipation is at least $\rho_cI_0^2/L$. Hence

$$\frac{\rho_c}{L}<\mathcal R<\frac{\rho_c}{L}+\frac{R_sL}{3}.$$

With $L=10^{-6}$ cm and $1\ \Omega\,\text{cm}=10^4\ \Omega\,\mu$m,

$$\frac{\rho_c}{L}=10^{-3}\ \Omega\,\text{cm}=10.00\ \Omega\,\mu\text{m},\qquad
\frac{R_sL}{3}=\frac{400\times0.010}{3}=1.33\ \Omega\,\mu\text{m}.$$

The resistance lies between 10.00 and 11.33 $\Omega\,\mu$m.

## (b) The formula and its value

Differentiate (1) and insert (2):

$$\frac{d^2V}{dx^2}=-R_s\frac{dI}{dx}=\frac{R_s}{\rho_c}V=\frac{V}{L_T^2},\qquad
L_T=\sqrt{\frac{\rho_c}{R_s}} .$$

The transfer length $L_T$ is a decay length: under a long contact, the film current would fall to about 37 percent of its value over each distance $L_T$. With distance measured from the back edge, the general solution is

$$V=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}.$$

At $x=L$ its slope is $-B/L_T$. Since $I(L)=0$, equation (1) requires zero slope there, so $B=0$. The current follows from (1):

$$I=-\frac{1}{R_s}\frac{dV}{dx}=\frac{A}{R_sL_T}\sinh\frac{L-x}{L_T}.$$

Write $u=L/L_T$ and note that $R_sL_T=\sqrt{\rho_cR_s}$. At the front edge $V(0)=A\cosh u$ and $I_0=A\sinh u/\sqrt{\rho_cR_s}$. Their ratio is

$$\boxed{\mathcal R=\sqrt{\rho_cR_s}\,\coth\frac{L}{L_T}} \tag{3}$$

For the given contact,

$$L_T=\sqrt{\frac{10^{-9}}{400}}\ \text{cm}=1.581\times10^{-6}\ \text{cm}=15.81\ \text{nm},\qquad
u=\frac{10}{15.81}=0.6325,$$

$$\sqrt{\rho_cR_s}=\sqrt{4\times10^{-7}}\ \Omega\,\text{cm}=6.325\ \Omega\,\mu\text{m},\qquad \coth u=1.7865,$$

$$\mathcal R=6.325\times1.7865=11.30\ \Omega\,\mu\text{m}.$$

The model gives about $11.3\ \Omega\,\mu$m, or $1.13\times10^{-5}\ \Omega\,$m. A contact 1 $\mu$m wide would have a resistance of 11.3 $\Omega$.

The value sits close to the upper bound because the current leaves almost uniformly. Since $J$ is proportional to $V$, the ratio of its front and back values is $\cosh u=1.207$.

## (c) Length and sensitivity

**Short contacts.** For small $u$, expand

$$u\coth u=\frac{\cosh u}{\sinh u/u}
=\frac{1+u^2/2+u^4/24+\cdots}{1+u^2/6+u^4/120+\cdots}
=1+au^2+bu^4+\cdots .$$

Multiplying by the denominator and matching powers gives $a+1/6=1/2$, so $a=1/3$. At the next order $b+a/6+1/120=1/24$, so $b=-1/45$. Since $\sqrt{\rho_cR_s}/u=\rho_c/L$ and $u^2=R_sL^2/\rho_c$,

$$\mathcal R=\frac{\rho_c}{L}+\frac{R_sL}{3}-\frac{R_s^2L^3}{45\rho_c}+\cdots .$$

The three terms are $10.000+1.333-0.036=11.30\ \Omega\,\mu$m. The first two are the upper bound of part (a), and the third shows how little the actual current gains by crowding towards the front.

**Long contacts.** For large $u$,

$$\coth u=\frac{1+e^{-2u}}{1-e^{-2u}}\simeq1+2e^{-2u},$$

and $\mathcal R$ tends to $\sqrt{\rho_cR_s}=6.325\ \Omega\,\mu$m. Extra length then carries little current.

The table holds $\rho_c$ and $R_s$ fixed and changes the length.

| $L$ (nm) | $L/L_T$ | $\rho_c/L$ ($\Omega\,\mu$m) | $\mathcal R$ ($\Omega\,\mu$m) |
|---:|---:|---:|---:|
| 5 | 0.32 | 20.00 | 20.66 |
| 10 | 0.63 | 10.00 | 11.30 |
| 20 | 1.26 | 5.00 | 7.42 |
| 40 | 2.53 | 2.50 | 6.41 |
| 80 | 5.06 | 1.25 | 6.33 |

Halving the 10 nm contact multiplies its resistance by 1.83. Doubling it lowers the resistance by 34 percent, while going from 40 to 80 nm gains about 1 percent. The estimate $\rho_c/L$ is useful in the first two rows and fails in the last three, where it omits a film resistance that is no longer small.

**Which parameter matters.** Take the logarithm of (3):

$$\ln\mathcal R=\tfrac12\ln\rho_c+\tfrac12\ln R_s+\ln\coth u .$$

At fixed $L$ and $R_s$, $u\propto\rho_c^{-1/2}$, so $du/d\ln\rho_c=-u/2$. Also $d\ln\coth u/du=-1/(\sinh u\cosh u)=-2/\sinh2u$. Therefore

$$s=\frac{\partial\ln\mathcal R}{\partial\ln\rho_c}=\frac12+\frac{u}{\sinh2u},\qquad
\frac{\partial\ln\mathcal R}{\partial\ln R_s}=\frac12-\frac{u}{\sinh2u}=1-s.$$

Here $s=0.888$. A 1 percent reduction of $\rho_c$ lowers $\mathcal R$ by about 0.89 percent; the same reduction of $R_s$ lowers it by about 0.11 percent.

The number $s$ is also the interface's share of the dissipated power. From the solution, $J=I_0\cosh[(L-x)/L_T]/(L_T\sinh u)$, and

$$\int_0^L\cosh^2\frac{L-x}{L_T}\,dx=\frac L2+\frac{L_T}{4}\sinh2u .$$

The interface dissipation divided by $I_0^2$ is then

$$\frac{\rho_c}{L_T^2\sinh^2u}\left(\frac L2+\frac{L_T}{4}\sinh2u\right)
=\sqrt{\rho_cR_s}\left(\frac{u}{2\sinh^2u}+\frac{\coth u}{2}\right),$$

because $\rho_c/L_T=\sqrt{\rho_cR_s}$. Dividing by (3) gives $1/2+u/\sinh2u=s$. In the long limit the shares become equal, and so do the sensitivities.

## (d) What the model leaves out

**Film depth.** Take a film of depth $t=10$ nm with isotropic resistivity $\rho=R_st=4\times10^{-4}\ \Omega\,$cm. Current must also flow vertically to reach the interface. If conditions change slowly along $x$, the vertical current density falls linearly from $J$ at the interface to zero at the insulating bottom. At depth $z$ the potential exceeds its interface value by

$$\rho J\int_0^z\left(1-\frac{z'}{t}\right)dz'=\rho J\left(z-\frac{z^2}{2t}\right).$$

Its average over the depth is $\rho J(t/2-t/6)=\rho Jt/3$. The interface value is $\rho_cJ$, so the mean film potential is

$$\bar V=J\left(\rho_c+\frac{\rho t}{3}\right)=J\left(\rho_c+\frac{R_st^2}{3}\right).$$

To leading order for a thin film, depth thus adds $R_st^2/3=1.33\times10^{-10}\ \Omega\,\text{cm}^2$ to $\rho_c$. Formula (3) then gives 12.64 $\Omega\,\mu$m. But $t$ equals $L$ here, so slow variation along $x$ is a poor assumption. Solving Laplace's equation in the film by a finite-volume method, with the same interface law and insulating outer surfaces, gives 12.46 $\Omega\,\mu$m. This is 10.3 percent above the transmission-line value.

**Metal and silicide.** Suppose current crosses a 5 nm titanium layer vertically, with a rough resistivity of 100 $\mu\Omega\,$cm. The layer adds $10^{-4}\times5\times10^{-7}=5\times10^{-11}\ \Omega\,\text{cm}^2$ to $\rho_c$, and (3) gives 11.80 $\Omega\,\mu$m. If instead silicide formation consumes 3 nm of the film, with resistivity, $\rho_c$ and $L$ held fixed, the sheet resistance under the contact becomes $400\times10/7=571\ \Omega$ per square. The result is then 11.84 $\Omega\,\mu$m. Each change is between 4 and 5 percent of the original value.

**Diffusive transport.** A rough mobility $\mu=60\ \text{cm}^2/\text{Vs}$ implies an electron density $n=1/(e\rho\mu)=2.6\times10^{20}\ \text{cm}^{-3}$. Silicon has six equivalent conduction valleys, so

$$k_F=\left(\frac{3\pi^2n}{6}\right)^{1/3},\qquad
E_F=\frac{\hbar^2k_F^2}{2(m_lm_t^2)^{1/3}} .$$

With rough masses $m_l=0.92$ and $m_t=0.19$ electron masses, $E_F=0.14$ eV above the band edge. This is several times $k_BT=0.026$ eV at 300 K, so the electrons are degenerate. The estimate $\ell=\hbar k_F\mu/e$, which treats the valleys as spherical, gives a mean free path of 4.3 nm; averaging the speed over the ellipsoidal Fermi surface at a fixed scattering time gives about 3.8 nm. That is not small compared with the contact, and Ohm's law inside the film is therefore marginal. For the 5 nm row of the table it is doubtful. The size of the resulting error is not determined here.

**The ballistic floor.** Even a perfectly transmitting interface has a finite resistivity, because the silicon supplies a finite number of transverse modes. Each mode contributes $2e^2/h$, and a valley supplies its projected Fermi area divided by $4\pi^2$ per unit interface area. Let $\gamma=\sqrt{m_l/m_t}$. The semi-axes of a valley are $k_t=k_F\gamma^{-1/3}$ and $k_l=k_F\gamma^{2/3}$. For current along a cubic axis, two valleys project to $\pi k_t^2$ and four to $\pi k_tk_l$, so

$$\rho_{\min}=\left[\frac{2e^2}{h}\,\frac{2k_t^2+4k_tk_l}{4\pi}\right]^{-1}
=2.2\times10^{-10}\ \Omega\,\text{cm}^2 .$$

This is the full ballistic resistance between two ideal reservoirs. The $\rho_c$ of (2) belongs to one interface and is measured from the diffusive potential of the film, which takes about half of it. For a spherical Fermi surface $\rho\ell=\tfrac34\rho_{\min}$, and with isotropic scattering the diffusive potential next to a perfectly absorbing metal extrapolates to zero $0.71\,\ell$ beyond the surface. The floor on $\rho_c$ is then about $0.53\,\rho_{\min}$, or 1.1 to $1.2\times10^{-10}\ \Omega\,\text{cm}^2$. The given $\rho_c$ is eight to nine times this. It is allowed by this estimate, but a tenfold reduction at the same electron density would bring it to about the floor.

**Linearity and temperature.** Electrons cross the depletion barrier by tunnelling. Take a rough barrier $\phi_B=0.5$ eV, used also as the band bending, which neglects $E_F$. With permittivity $\varepsilon=11.7\,\varepsilon_0$, the depletion width is $w=\sqrt{2\varepsilon\phi_B/(e^2n)}=1.6$ nm. This is about the mean spacing of the dopants, $n^{-1/3}$ if all are ionised, so the smooth barrier used here is an idealisation. Image-force lowering is also left out. The field at the interface is $2\phi_B/(ew)\approx6$ MV/cm, at which the classical image potential lowers the top of the barrier by about 0.27 eV, so the exponents below are overestimates for this band bending. Removing the depleted depth from the 10 nm film, at fixed resistivity, would raise the sheet resistance under the contact to about 475 $\Omega$ per square and $\mathcal R$ to about 11.5 $\Omega\,\mu$m. For the parabolic barrier $\phi_B(1-y/w)^2$, the WKB exponent at the band edge is

$$\frac2\hbar\int_0^w\sqrt{2m\phi_B}\left(1-\frac yw\right)dy
=\frac{w\sqrt{2m\phi_B}}{\hbar}=\frac{\phi_B}{E_{00}},\qquad
E_{00}=\frac{e\hbar}{2}\sqrt{\frac{n}{m\varepsilon}} .$$

Using the direction-averaged mass $m=3/(1/m_l+2/m_t)$ gives $E_{00}=0.17$ eV and an exponent of 2.9. For tunnelling along a cubic axis, the band-edge exponent is 2.5 in the four valleys with mass $m_t$ in that direction and 5.5 in the two with mass $m_l$. Electrons near the Fermi level carry the current at small voltage. With $\phi_B$ measured from the Fermi level the band bending is $\phi_B+E_F=0.64$ eV, and those moving normal to the interface cross only the part of the barrier above $E_F$; their exponents are smaller, about 1.9 and 4.1. The four valleys with the lighter mass still carry most of the current. Because $k_BT/E_{00}=0.15$, tunnelling rather than thermal emission should dominate, with a weak temperature dependence.

At a drive current of 1 mA/$\mu$m the front-edge voltage is 11.3 mV, and the interface current density there is $V(0)/\rho_c=1.13\times10^7\ \text{A/cm}^2$. The voltage is 0.066 of $E_{00}/e$, which supports the ohmic assumption without proving it.

**The real case.** The contact resistivity is an input here, and for a real contact it has to be measured. With $3\times10^{-9}\ \Omega\,\text{cm}^2$ and the other inputs fixed, the bounds of part (a) place $\mathcal R$ between 30 and 31.4 $\Omega\,\mu$m. A threefold error in $\rho_c$ would therefore outweigh each of the corrections computed above. Real source and drain regions are also not thin sheets. For the flat 10 nm film assumed here, letting the potential vary through the depth raises the result from 11.3 to about 12.5 $\Omega\,\mu$m; other shapes need their own calculation. A transistor has a contact at each end, so two identical contacts contribute twice the single-contact value to its series resistance.
